# Linear stability of a thin stressed film on a rigid substrate

## 1. The long-wave case

A film of mean thickness $H$ is bonded to a flat rigid substrate at $z=0$. It carries an equal biaxial misfit stress $\sigma_0$ in the plane. Let its free surface be $z=h(x)$, with undulations much longer than $H$ and of small slope.

The normal to the surface is proportional to $(-h',1)$. The horizontal traction on a free surface vanishes, so $-\sigma_0h'+\sigma_{xz}=0$, or $\sigma_{xz}=\sigma_0h'$. For a long wave this shear stress is nearly uniform through the film. The base cannot move, so the surface is displaced by $u_x=H\sigma_0h'/G$, where $G$ is the shear modulus. The extra surface strain is

$$e_{xx}=\partial_xu_x=\frac{\sigma_0H}{G}\,h''. \tag{1}$$

At a crest $h''<0$. A film in tension therefore contracts there, and a film in compression expands; both relax. The elastic energy density at the surface changes by $\sigma_0e_{xx}$, while capillarity contributes $-\gamma h''$, where $\gamma$ is the surface energy. Both terms are derived in Section 4. Their sum, the energy needed to add unit volume of film at the surface, is

$$\mu=-\left(\gamma-\frac{\sigma_0^2H}{G}\right)h''. \tag{2}$$

If the bracket is positive, material at a crest costs more than material in a trough, and the surface flattens. The sign changes at

$$H_c=\frac{\gamma G}{\sigma_0^2}. \tag{3}$$

This argument covers only $kH\ll1$, where $k$ is the wavenumber. Whether a shorter wave could be unstable in a film thinner than $H_c$ requires the full elastic solution.

## 2. Base state and surface conditions

The film is isotropic, with Poisson ratio $-1<\nu<1/2$, and strains are small. Terms of higher order in the misfit strain $\varepsilon$ are dropped. The surface energy $\gamma$ is isotropic and independent of strain when counted per reference area, so there is no surface stress. Wetting energy, dislocations and deposition are left out. The formulas hold in any consistent units; in atomic units $G$ is in hartree/bohr³ and $\gamma$ in hartree/bohr².

In the flat film $e_{xx}=e_{yy}=\varepsilon$ and $\sigma_{zz}=0$. With $\lambda=2G\nu/(1-2\nu)$, the latter condition reads $\lambda(2\varepsilon+e_{zz})+2Ge_{zz}=0$, so $e_{zz}=-2\nu\varepsilon/(1-\nu)$. Subtracting $\sigma_{zz}=0$ from $\sigma_{xx}$ removes the $\lambda$ term:

$$\sigma_0=2G(\varepsilon-e_{zz})=2G\,\frac{1+\nu}{1-\nu}\,\varepsilon. \tag{4}$$

Now take $h=H+\delta\cos kx$ with $k>0$ and $k\delta\ll1$, $\delta\ll H$. From here on $u$, $e_{xx}$, $\sigma_{xz}$ and $\sigma_{zz}$ denote changes from the flat state. Since that state is uniform, the surface conditions may be applied at $z=H$ to first order:

$$\sigma_{xz}=\sigma_0h'=-\sigma_0k\delta\sin kx,\qquad \sigma_{zz}=0\quad(z=H). \tag{5}$$

The vertical traction also contains $-h'\sigma_{xz}$, which is of second order. At the rigid base $u_x=u_z=0$.

One plane wave is enough. The film is isotropic and its in-plane stress is equal in all directions, so each Fourier component of a general surface gives the same plane-strain problem along its own wavevector. Components with different wavevectors do not mix in the quadratic energy.

## 3. Elastic response at any wavelength

Write $s=kz$, $u_x=U(s)\sin kx$ and $u_z=V(s)\cos kx$, with primes on $U,V$ denoting $d/ds$. The equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$ becomes

$$\begin{aligned}(1-2\nu)U''-2(1-\nu)U-V'&=0,\\ 2(1-\nu)V''-(1-2\nu)V+U'&=0.\end{aligned} \tag{6}$$

This is a fourth-order system. Two conditions at $s=0$ leave two independent solutions. Define

$$a=2(1-\nu),\quad b=1-2\nu,\quad \kappa=a+b=3-4\nu.$$

Since $a-b=1$, also $a^2-b^2=\kappa$. The two solutions are

$$\begin{aligned}U_1&=s\cosh s+\kappa\sinh s, & V_1&=-s\sinh s,\\ U_2&=s\sinh s, & V_2&=\kappa\sinh s-s\cosh s.\end{aligned} \tag{7}$$

All four functions vanish at $s=0$. To verify them, substitute into (6). Terms containing $s$ explicitly have the coefficient $b-a+1=0$ in the first equation and $-a+b+1=0$ in the second. The remaining terms are as follows.

- Solution 1, first equation: $[b(2+\kappa)-a\kappa+1]\sinh s=(2b-\kappa+1)\sinh s=0$.
- Solution 1, second equation: $(-2a+1+\kappa)\cosh s=0$.
- Solution 2, first equation: $[2b-(\kappa-1)]\cosh s=0$.
- Solution 2, second equation: $[a(\kappa-2)-b\kappa+1]\sinh s=(\kappa-2a+1)\sinh s=0$.

Here $\kappa-1=2b$ and $\kappa+1=2a$.

The stresses follow from Hooke's law:

$$\begin{aligned}\sigma_{xz}&=Gk(U'-V)\sin kx,\\ \sigma_{zz}&=\frac{2Gk}{1-2\nu}\left[(1-\nu)V'+\nu U\right]\cos kx.\end{aligned} \tag{8}$$

For the shear stress, (7) gives

$$\begin{aligned}U_1'-V_1&=(1+\kappa)\cosh s+2s\sinh s=2(a\cosh s+s\sinh s),\\ U_2'-V_2&=(1-\kappa)\sinh s+2s\cosh s=2(s\cosh s-b\sinh s).\end{aligned} \tag{9}$$

For the normal stress, $-1+\nu+\nu\kappa=-(1-2\nu)^2=-b^2$ and $V_2'=2b\cosh s-s\sinh s$, so

$$\begin{aligned}(1-\nu)V_1'+\nu U_1&=-b(s\cosh s+b\sinh s),\\ (1-\nu)V_2'+\nu U_2&=b(a\cosh s-s\sinh s).\end{aligned} \tag{10}$$

Let $q=kH$, $c=\cosh q$, $r=\sinh q$, and take $A$ times solution 1 plus $B$ times solution 2. By (10), zero normal stress at the surface requires $-A(qc+br)+B(ac-qr)=0$. This is met by

$$A=\alpha(ac-qr),\qquad B=\alpha(qc+br). \tag{11}$$

Inserting (11) into (9) gives the shear amplitude

$$\begin{aligned}U'-V&=2\alpha\left[(ac+qr)(ac-qr)+(qc-br)(qc+br)\right]\\ &=2\alpha\left[a^2c^2-b^2r^2+q^2(c^2-r^2)\right]=2\alpha D,\\ D&=4(1-\nu)^2+\kappa r^2+q^2,\end{aligned} \tag{12}$$

where $c^2=1+r^2$ and $a^2-b^2=\kappa$ were used. The shear condition in (5) is $2Gk\alpha D=-\sigma_0k\delta$, so $\alpha=-\sigma_0\delta/(2GD)$. The horizontal surface displacement is

$$\begin{aligned}U(q)&=\alpha\left[(qc+\kappa r)(ac-qr)+qr(qc+br)\right]\\ &=\alpha\left[aqc^2-(\kappa-b)qr^2+a\kappa rc\right]=\alpha a(q+\kappa rc),\end{aligned}$$

because the $q^2rc$ terms cancel and $\kappa-b=a$. The surface strain $kU(q)\cos kx$ is therefore

$$\begin{aligned}e_{xx}&=-(1-\nu)\frac{\sigma_0}{G}\,k\delta\,g(q)\cos kx,\\ g(q)&=\frac{q+\kappa\sinh q\cosh q}{4(1-\nu)^2+\kappa\sinh^2q+q^2}.\end{aligned} \tag{13}$$

For $q\to\infty$, $g\to1$: the wave does not feel the base. For $q\to0$, the numerator tends to $(1+\kappa)q=4(1-\nu)q$, and

$$g\to\frac{q}{1-\nu}. \tag{14}$$

Equation (13) then reduces to (1), since $h''=-k^2\delta\cos kx$.

## 4. Energy and growth

Per unit length in $y$, the energy is $\int\gamma\sqrt{1+h'^2}\,dx$ plus the elastic energy below the surface. Change $h$ by a small $\eta(x)$. The displacement field is in equilibrium, with a free top and a fixed base, so its readjustment does not change the energy to first order. What remains is the energy of the added material and the change in surface length. At small slope,

$$\Delta F=\int\left(-\gamma h''+W\right)\eta\,dx, \tag{15}$$

where $W$ is the elastic energy density at the surface. Its first-order change is the flat-film stress times the strain change. Only $\sigma_{xx}=\sigma_{yy}=\sigma_0$ are nonzero in the flat film, and $e_{yy}=0$ in plane strain, so this change is $\sigma_0e_{xx}$. The constant part of $W$ has no effect at fixed film volume.

With (13), the bracket in (15), apart from that constant, is $S\delta\cos kx$, where

$$S=\gamma k^2-Ck\,g(kH),\qquad C=\frac{(1-\nu)\sigma_0^2}{G}. \tag{16}$$

Raising the amplitude from $0$ to $\delta$ costs, per projected area,

$$\Delta E=\int_0^\delta S\,\delta_1\langle\cos^2kx\rangle\,d\delta_1=\frac{S\delta^2}{4}. \tag{17}$$

The sign of $S$ also decides the motion. If atoms diffuse along the surface down the gradient of $\mu=S\delta\cos kx$, then $\partial_th=M\partial_x^2\mu$ with $M>0$. If they exchange with a vapour that keeps the mean thickness fixed, then $\partial_th=-L\mu$ with $L>0$. Thus

$$\dot\delta=-Mk^2S\,\delta\quad\text{or}\quad\dot\delta=-LS\,\delta. \tag{18}$$

In both cases a wave decays when $S>0$ and grows when $S<0$. A uniform shift, $k=0$, is excluded by volume conservation.

## 5. Stability at every wavelength

The required bound is $g(q)<q/(1-\nu)$ for all $q>0$. From (13),

$$\frac{q}{1-\nu}-g(q)=\frac{P(q)}{2(1-\nu)D}, \tag{19}$$

with $P=2qD-2(1-\nu)(q+\kappa rc)$. Using $2r^2=\cosh2q-1$ and $2rc=\sinh2q$,

$$P=q\left[8(1-\nu)^2+\kappa(\cosh2q-1)+2q^2\right]-(1-\nu)\left[2q+\kappa\sinh2q\right]. \tag{20}$$

Expand in powers of $q$. The linear coefficient is $2(1-\nu)[4(1-\nu)-1-\kappa]=0$. For $n\ge1$, the hyperbolic functions contribute to $q^{2n+1}$ the coefficient

$$\kappa\left[\frac{4^n}{(2n)!}-\frac{2(1-\nu)4^n}{(2n+1)!}\right]=\frac{\kappa\,4^n(2n-1+2\nu)}{(2n+1)!}. \tag{21}$$

For $n=1$ the term $2q^3$ in (20) must be added:

$$\tfrac23(3-4\nu)(1+2\nu)+2=\tfrac43(3+\nu-4\nu^2)=\tfrac43(1-\nu)(3+4\nu). \tag{22}$$

For $n\ge2$, (21) is positive because $2n-1+2\nu>1$. The cubic coefficient (22) is non-negative if $\nu\ge-3/4$. Under that condition $P>0$ for every $q>0$. Since $D>0$, the bound holds, and (16) gives

$$S>\gamma k^2-\frac{Ck^2H}{1-\nu}=\gamma k^2\left(1-\frac{H}{H_c}\right). \tag{23}$$

For $-3/4\le\nu<1/2$, every wave with $k>0$ therefore decays if $H\le H_c$. Equality is included because (23) is strict. Conversely, if $H>H_c$, the limit (14) gives $S<0$ for small enough $k$. The long-wave result (3) is thus the threshold for all wavelengths. With (4),

$$H_c=\frac{\gamma(1-\nu)^2}{4G(1+\nu)^2\varepsilon^2}. \tag{24}$$

The sign of the misfit does not matter at this order.

**Just above threshold.** The ratio of elastic gain to capillary cost is

$$\rho=\frac{Ck\,g}{\gamma k^2}=\frac{H}{H_c}\,\frac{(1-\nu)g(q)}{q}. \tag{25}$$

By (19) and (22), for small $q$,

$$\frac{(1-\nu)g}{q}=1-\frac{P}{2qD}\simeq1-\frac{3+4\nu}{6(1-\nu)}\,q^2. \tag{26}$$

Setting $\rho=1$ gives the edge of the unstable band for $\nu>-3/4$:

$$q_e^2\simeq\frac{6(1-\nu)}{3+4\nu}\left(1-\frac{H_c}{H}\right). \tag{27}$$

The instability enters at infinite wavelength.

**Strongly auxetic films.** For $-1<\nu<-3/4$ the cubic coefficient is negative, so $(1-\nu)g/q$ first rises above 1. It remains bounded, since it is continuous, tends to 1 at small $q$ and falls as $1/q$ at large $q$. Sufficiently thin films are still stable, but the threshold is below (3) and belongs to a finite wavelength. At $\nu=-0.85$ it is 0.994 of (3), with $q\approx0.59$.

## 6. Why the rigid base matters

On a half-space of film material, $g=1$ and $S=\gamma k^2-Ck$. Capillarity loses at long wavelengths because its cost falls as $k^2$ and the elastic gain only as $k$. A rigid base changes this: by (14), the gain also falls as $k^2$, with a prefactor proportional to $H$.

Now let the substrate be a deep elastic solid with constants $G_s,\nu_s$. When $q\to0$ at fixed $H$, the film passes the shear traction $\sigma_0h'$ to the substrate almost unchanged, and its surface follows the substrate surface. The half-space limit of (13), with substrate constants, then gives

$$S\simeq-\frac{(1-\nu_s)\sigma_0^2}{G_s}\,k<0\qquad(k\to0). \tag{28}$$

In this model a film of any thickness on an infinitely deep compliant substrate is unstable to long enough waves. The depth matters. If a compliant layer of finite thickness $H_s$ is clamped at its base, a long wave shears both layers, $H/G$ in (2) becomes $H/G+H_s/G_s$, and a long-wave threshold survives. Usual epitaxial substrates are thick and about as stiff as the film, so (3) should not be read as the thickness at which real strained films begin to roughen. For a film that would be stable on a rigid base, a very stiff substrate moves the instability to long wavelengths but does not remove it.

## 7. A numerical example

Take round model parameters, not those of a particular material: $G=0.3$ eV/Å³, $\nu=0.25$, $\gamma=0.06$ eV/Å² and $\varepsilon=0.02$. Then

$$\sigma_0=2(0.3)\frac{1.25}{0.75}(0.02)=0.020\ \text{eV/Å}^3,$$

$$H_c=\frac{0.06\times0.3}{(0.020)^2}=45\ \text{Å}\quad(85\ \text{bohr}).$$

Also $C=0.75(0.020)^2/0.3=0.0010$ eV/Å³. The ratio (25) for films on either side of the threshold is:

| $q$ | $g$ | $\rho$, 30 Å | $\rho$, 60 Å |
|---|---|---|---|
| 0.1 | 0.132 | 0.661 | 1.322 |
| 0.5 | 0.550 | 0.550 | 1.101 |
| 1.0 | 0.770 | 0.385 | 0.770 |
| 2.0 | 0.900 | 0.225 | 0.450 |

For example, at $q=0.5$ in the thicker film, $\rho=(60/45)(0.75)(0.550)/0.5\approx1.10$. In the thinner film $\rho$ stays below its long-wave limit $30/45=0.667$, as (23) requires.

The 60 Å film has its band edge at $q=0.638$, a wavelength of $2\pi(60)/0.638\approx591$ Å. Longer waves grow. On a half-space of film material the cutoff would be $2\pi\gamma/C\approx377$ Å, so the rigid base stabilizes the waves in between. Under surface diffusion the fastest wave has $q=0.511$ and a wavelength of 738 Å, which is 1.25 times the cutoff. This factor lies between two limits. Near threshold, (26) makes the growth rate proportional to $k^4(1-k^2/k_e^2)$, where $k_e=q_e/H$; its maximum is at $k^2=2k_e^2/3$, a factor $\sqrt{3/2}\approx1.22$. For a half-space the rate is proportional to $k^3(1-k/k_e)$ with $k_e=C/\gamma$, and the maximum at $k=3k_e/4$ gives $4/3$.

If the substrate is ten times stiffer than the film, with the same $\nu$, but not rigid, gain and cost of the 30 Å film balance at a wavelength of about 1280 Å. Its stability is then limited to shorter waves.

A separate check minimizes the elastic energy in films with a truly corrugated surface of amplitude $0.002H$, without using (5) or (15). At $H=0.9H_c$ and five values of $q$ from 0.1 to 4, the result differs from the elastic part of (17) by at most $5\times10^{-5}$ of that part. At $q=0.2$ the total energy change, divided by the surface-energy cost, is $+0.131$ for $H=0.9H_c$ and $-0.063$ for $H=1.1H_c$. The numerical output lists these values.

On a deep substrate only 1.3 times stiffer than the film, the 30 Å film has its cutoff near 404 Å, close to the half-space value. Dislocations are also excluded by assumption only. For 60° dislocations with a Burgers vector of 3 to 4 Å and a substrate of equal stiffness, the Matthews–Blakeslee estimate of the coherent thickness at this misfit is roughly 30 to 40 Å, so a real film near $H_c$ may relax plastically first.

The threshold scales as $\varepsilon^{-2}$. Doubling the misfit in this example would lower $H_c$ to about 11 Å, a few atomic layers, where a continuum film with a thickness-independent $\gamma$ is no longer a safe description.

## Table of computed values

```
shear modulus G = 0.300 eV/A^3
Poisson ratio nu = 0.250
surface energy gamma = 0.060 eV/A^2
misfit strain = 0.020
misfit stress sigma0 = 0.02000 eV/A^3
elastic coefficient C = 0.001000 eV/A^3
critical thickness Hc = 45.000 A = 85.038 bohr
Hc from numerical scan = 45.001 A
half-space cutoff wavelength = 376.99 A
thin film H = 30.0 A, thick film H = 60.0 A
q, g(q), elastic gain / surface cost for thin and thick film:
  0.1  0.13216  0.66081  1.32161
  0.5  0.55050  0.55050  1.10099
  1.0  0.76958  0.38479  0.76958
  2.0  0.89962  0.22490  0.44981
  4.0  0.99121  0.12390  0.24780
thick film: band edge q = 0.63835
thick film: cutoff wavelength = 590.57 A
thick film: fastest q (surface diffusion) = 0.51061
thick film: fastest wavelength = 738.31 A
H = 1.01 Hc: band edge q = 0.10619, law 0.10554
Ritz vs formula, worst relative difference = 4.8e-05
Ritz total / surface energy, H = 0.9 Hc, q = 0.2: 0.13065
Ritz total / surface energy, H = 1.1 Hc, q = 0.2: -0.06254
compliant substrate, modulus ratio = 10.0
  thin film cutoff wavelength = 1277.91 A
auxetic nu = -0.85: critical q = 0.5916
  true threshold / (gamma G/sigma0^2) = 0.994068
```
